# Temperature coefficient of the 4H-SiC MOSFET threshold voltage, part 1

(Sections cited here and not found follow in the second part.)

## First half: the threshold from a balance of voltages

### What symmetry and dimensions fix

Add the same constant to every electron energy in the gate, the oxide and the semiconductor. No voltage between two contacts changes. The threshold voltage $V_T$ can therefore contain electron energies only as differences. A balance of voltages supplies the rest.

Take first the formal limit of an oxide so thin that no voltage drops across it. The vacuum level is then common to the gate and the semiconductor surface. The gate Fermi level lies below it by the work function $W$. The Fermi level of the grounded body lies below it by $\chi+z_s$, where $\chi$ is the electron affinity and

$$z_s=(E_c-E_F)_{\rm surface}$$

is the depth of the Fermi level below the conduction edge at the surface, at threshold. A positive gate voltage lowers the gate Fermi level, so the gate voltage is the body Fermi level minus the gate Fermi level:

$$V_T=(-\chi-z_s)-(-W)=B-z_s,\qquad B=W-\chi .$$

Energies are in eV and potentials in volts throughout, so that an energy and its potential have the same number. The Boltzmann constant $k$ is in eV/K, and $q$ is the positive elementary charge in coulombs.

A real oxide adds a voltage drop. By Gauss's law this is the charge per area on the gate divided by the oxide capacitance per area, $C$. The gate charge is opposite to the total charge in the semiconductor and at its interface. If the depletion layer holds $-Q_d$ and the interface traps hold $-qN_{it}$, then

$$V_T=B-z_s+\frac{Q_d+qN_{it}}{C}. \tag{1}$$

A fixed positive charge $Q_f$ at the interface would add $-Q_f/C$. It does not depend on temperature, so it is set to zero.

With a prime for $d/dT$ and $C$ constant, the temperature coefficient must have the form

$$V_T'=B'-z_s'+\frac{Q_d'+qN_{it}'}{C}. \tag{2}$$

For given doping and traps it is linear in the oxide thickness, since $1/C$ is. Dimensions restrict $z_s'$ further: an energy per kelvin can be built from $k$ and from $z_s/T$. What remains is to find the three slopes.

### Threshold condition and band term

The device is an n-channel transistor on p-type 4H-SiC with uniform acceptor density $N_A$ and a small drain voltage. Threshold is defined as the gate voltage at which the electron density at the surface equals $N_A$.

For carriers well below degeneracy, the electron density is the integral of the density of states times a Boltzmann factor. The density of states grows as the square root of the energy $E$ above the band edge. With $E=kTu$,

$$\int_0^\infty \sqrt{E}\,e^{-E/kT}\,dE=(kT)^{3/2}\int_0^\infty\sqrt{u}\,e^{-u}\,du ,$$

so $n=N_c e^{-(E_c-E_F)/kT}$ with an effective density $N_c\propto T^{3/2}$. The threshold condition $n=N_A$ gives

$$z_s=kT\ln\frac{N_c}{N_A}. \tag{3}$$

Its derivative has one part from the prefactor $T$ and one from $N_c$, for which $d\ln N_c/dT=3/(2T)$:

$$z_s'=k\ln\frac{N_c}{N_A}+kT\,\frac{3}{2T}=\frac{z_s}{T}+\frac{3k}{2}. \tag{4}$$

The example is a rough power-transistor case at 300 K: $N_A=10^{17}\ \mathrm{cm^{-3}}$, an oxide of 50 nm, $C=69.06\ \mathrm{nF/cm^2}$ and an n-type polysilicon gate with $B=0.40$ eV. With $N_c=1.818\times10^{19}\ \mathrm{cm^{-3}}$ and $kT=0.02585$ eV,

$$z_s=0.02585\ln(181.8)=0.1345\ \text{eV},$$
$$z_s'=0.448+0.129=0.578\ \text{meV/K}$$

after rounding. At threshold the Fermi level sinks away from the conduction edge on heating, because a hotter band needs a lower Fermi level to hold the same density. The band term therefore lowers $V_T$ by 0.578 mV/K. The band gap does not enter it.

### Bulk potential with partly ionized acceptors

The depletion charge depends on the total band bending $\psi_T$. Let $z_p=(E_F-E_v)_{\rm bulk}$ and let $E_g$ be the gap. The conduction edge lies $E_g-z_p$ above the Fermi level in the bulk and $z_s$ above it at the surface, so

$$\psi_T=E_g-z_p-z_s. \tag{5}$$

This also shows how the gap leaves the band term. The flat-band voltage without interface charge is $B-(E_g-z_p)$. Adding $\psi_T$ gives $B-z_s$.

To connect this with the bulk potential, define the intrinsic density by $n_i^2=N_cN_ve^{-E_g/kT}$ and write

$$\phi_B=kT\ln\frac{p_0}{n_i},\qquad \phi_S=kT\ln\frac{N_A}{n_i},$$

where $p_0=N_ve^{-z_p/kT}$ is the bulk hole density. Adding them gives

$$\phi_B+\phi_S=E_g-kT\ln\frac{N_v}{p_0}-kT\ln\frac{N_c}{N_A}=\psi_T .$$

The bending equals $2\phi_B$ when $p_0=N_A$. The acceptors in this example are too deep for that.

Let the acceptor level lie $E_A=0.20$ eV above the valence edge, with degeneracy factor four. The ionized density is

$$N_A^-=\frac{N_A}{1+4e^{(E_A-z_p)/kT}}=\frac{N_A}{1+bp_0},\qquad b=\frac{4}{N_v}e^{E_A/kT},$$

because $e^{-z_p/kT}=p_0/N_v$. Electrons are negligible in the p-type bulk, so neutrality requires $p_0=N_A^-$, or

$$p_0+bp_0^2=N_A. \tag{6}$$

Differentiate at fixed $N_A$:

$$p_0'(1+2bp_0)+b'p_0^2=0
\quad\Rightarrow\quad
\frac{p_0'}{p_0}=-\frac{bp_0}{1+2bp_0}\,\frac{b'}{b}.$$

Let $i=p_0/N_A$ be the ionized fraction. Equation (6) gives $bp_0=1/i-1=(1-i)/i$, hence $1+2bp_0=(2-i)/i$. Since $N_v\propto T^{3/2}$, we also have $b'/b=-3/(2T)-E_A/(kT^2)$. Therefore

$$kT\frac{p_0'}{p_0}=\frac{1-i}{2-i}\left(\frac{E_A}{T}+\frac{3k}{2}\right). \tag{7}$$

From $z_p=kT\ln(N_v/p_0)$ it follows that

$$z_p'=\frac{z_p}{T}+\frac{3k}{2}-\frac{1-i}{2-i}\left(\frac{E_A}{T}+\frac{3k}{2}\right). \tag{8}$$

Heating moves the bulk Fermi level away from the valence edge, but the holes released by the acceptors hold it back. For complete ionization, $i\to1$, the last term vanishes.

At 300 K the example has $i=0.1524$ and $z_p=0.1915$ eV. Equation (8) gives

$$z_p'=0.638+0.129-0.459\,(0.667+0.129)=0.402\ \text{meV/K}.$$

The definition of $\phi_B$ can be rewritten as

$$\phi_B=\frac{E_g}{2}-z_p+\frac{kT}{2}\ln\frac{N_v}{N_c}.$$

The ratio $N_v/N_c$ is independent of temperature for fixed masses, so

$$\phi_B'=\frac{E_g'}{2}-z_p'+\frac{k}{2}\ln\frac{N_v}{N_c}. \tag{9}$$

With $E_g'=-0.221$ meV/K and $N_v=2.509\times10^{19}\ \mathrm{cm^{-3}}$ this is $-0.499$ mV/K. The slope of the whole bending follows from (5):

$$\psi_T'=E_g'-z_s'-z_p'=-0.221-0.578-0.402=-1.201\ \text{mV/K}. \tag{10}$$

### Depletion charge

In the depletion approximation the layer contains ionized acceptors and no carriers. The bands bend down towards the surface and carry the acceptor level below the Fermi level, so the acceptors there are taken as fully ionized even though those in the bulk are not.

Let $v(x)$ be the potential relative to the bulk. Poisson's equation is $d^2v/dx^2=qN_A/\varepsilon$. Multiply by $dv/dx$ and integrate from the depletion edge, where $v$ and $dv/dx$ vanish, to the surface, where $v=\psi_T$:

$$\frac12\left(\frac{dv}{dx}\right)^2=\frac{qN_A\psi_T}{\varepsilon}.$$

The charge magnitude is $\varepsilon|dv/dx|$ at the surface:

$$Q_d=\sqrt{2q\varepsilon N_A\psi_T}. \tag{11}$$

For constant $\varepsilon$,

$$Q_d'=C_d\psi_T',\qquad C_d=\frac{dQ_d}{d\psi_T}=\frac{Q_d}{2\psi_T}. \tag{12}$$

With $\varepsilon=9.7\,\varepsilon_0$, the example has $\psi_T=2.9275$ V and $Q_d=0.2838\ \mathrm{\mu C/cm^2}$, which gives $C_d/C=0.702$. The depletion term is $0.702\times(-1.201)=-0.843$ mV/K. If the bulk acceptors were fully ionized, with the other settings held fixed, it would be $-0.977$ mV/K. Partial ionization thus weakens this term by about 14 percent of the fully ionized value.

### Occupation of the interface traps

Let $D(e)$ be the density of traps per area and energy at depth $e$ below the conduction edge. The traps are acceptor-like: neutral when empty and negative when filled. They stay at fixed depth and are in equilibrium with the surface electrons, with degeneracy factor one. States below the window considered are neutral when filled and add no charge.

A trap at depth $e$ lies $z_s-e$ above the Fermi level. Its occupation is

$$f=\frac{1}{1+e^{(z_s-e)/kT}}=\frac{1}{1+y},\qquad y=\frac{N_c}{N_A}e^{-e/kT}, \tag{13}$$

where (3) was used. The second form contains no Fermi level. The threshold condition has fixed the electron density with which each trap exchanges electrons. Now

$$\frac{d\ln y}{dT}=\frac{3}{2T}+\frac{e}{kT^2},\qquad
\frac{df}{dT}=-\frac{y}{(1+y)^2}\frac{d\ln y}{dT},$$

and $y/(1+y)^2=f(1-f)$, so

$$\frac{df}{dT}=-f(1-f)\,\frac{e+\tfrac32kT}{kT^2}. \tag{14}$$

For $e\ge0$ the right-hand side is negative. Every trap in the gap loses occupation at threshold when the device is heated, though a very deep one loses almost nothing because $1-f$ is tiny. Fewer trapped electrons mean less gate voltage.

The weight $h=f(1-f)/kT$ is a peak centred on $e=z_s$. It is even about this point and has unit area when the energy range is extended to infinity. For $z_s\gg kT$ and constant $D$, (14) therefore integrates to

$$N_{it}'\simeq-D\,\frac{z_s+\tfrac32kT}{T}=-Dz_s'. \tag{15}$$

The sinking Fermi level uncovers $Dz_s'$ traps per kelvin.

The example takes a density that rises towards the band edge,

$$D(e)=10^{11}+4\times10^{12}\,e^{-e/\sigma}\ \ \mathrm{cm^{-2}eV^{-1}},\qquad \sigma=0.15\ \text{eV},$$

over a window of 1.6 eV. At $e=z_s$ it is $1.73\times10^{12}$. Equation (15) with this local value estimates the trap term as $-2.320$ mV/K, while the integral of (14) gives $-2.231$ mV/K.

The difference comes from the width of the peak. Put $e=z_s+u$ and expand $D\simeq D_0+D_1u+\tfrac12D_2u^2$, where $D_0$, $D_1$ and $D_2$ are the value and first two derivatives at $z_s$. The peak has variance

$$s^2=(kT)^2\int_{-\infty}^{\infty}\frac{x^2e^{-x}}{(1+e^{-x})^2}dx=\frac{\pi^2}{3}(kT)^2 .$$

Odd powers of $u$ integrate to zero, so through order $s^2$

$$N_{it}'\simeq-D_0z_s'-\tfrac12D_2s^2z_s'-\frac{D_1s^2}{T}.$$

For the exponential part, $D_1$ is negative and $D_2$ positive. The last term is positive and outweighs the middle one here. The estimate becomes $-2.24$ mV/K, which accounts for most of the difference.

### The first result

Substitution of (12) and (14) into (2) gives

$$\boxed{V_T'=B'-z_s'+\frac{C_d}{C}\psi_T'-\frac{q}{C}\int D\,f(1-f)\frac{e+\tfrac32kT}{kT^2}\,de} \tag{16}$$

With $B'=0$ the example gives

$$V_T'=-0.578-0.843-2.231=-3.652\ \text{mV/K}.$$

The threshold itself is $0.400-0.135+4.110+0.935=5.310$ V, where the last two contributions come from the depletion charge and from $N_{it}=4.03\times10^{11}\ \mathrm{cm^{-2}}$. Traps supply under a fifth of the threshold voltage but about three fifths of its slope. A large part of the depletion voltage stays put on heating, whereas the trap charge depends directly on the surface Fermi level.

Without traps the slope would be $-1.42$ mV/K. In the formal limit of zero oxide thickness it would be $-0.578$ mV/K. From this limit the slope with traps varies linearly with oxide thickness and reaches $-3.652$ mV/K at 50 nm: at fixed doping and trap density, each nanometre of oxide adds about $-0.061$ mV/K.

## Second half: heating at constant gate voltage, and the limits of the result

### Symbols and results carried over

The Fermi level lies $z$ below the conduction edge at the surface and $z_p$ above the valence edge in the bulk. At threshold $z=z_s$, where the surface electron density is $N_A$ and $z_s'=z_s/T+3k/2$. The gap is $E_g$, the band bending is $\psi=E_g-z_p-z$, and $B$ is the gate work function minus the electron affinity. The oxide, the depletion layer and the traps have capacitances per area $C$, $C_d$ and $C_{it}$; the last is defined below. Traps of density $D(e)$ at depth $e$ have occupation $f$ and hold $N_{it}$ electrons per area. A prime denotes $d/dT$, and energies in eV have the same numbers as potentials in volts.

The first derivation gave (16). At 300 K, its band, depletion and trap terms were $-0.578$, $-0.843$ and $-2.231$ mV/K, with a sum of $-3.652$ mV/K.

### Second derivation

Hold the gate voltage constant and heat the transistor by $dT$. The surface electron density changes, and the device leaves its threshold condition. Then hold the new temperature and change the gate voltage until the condition is met again. This change is $dV_T$.

During heating the voltage balance $V_G=B-z+V_{ox}$ holds, where $V_{ox}$ is the drop across the oxide. At constant $V_G$,

$$0=dB-dz+dV_{ox}. \tag{17}$$

The oxide drop follows the charges, so $C\,dV_{ox}=C_d\,d\psi+q\,dN_{it}$. The bending changes by $d\psi=dE_g-dz_p-dz$.

The trapped charge depends on both $z$ and $T$. Its occupation is $f=1/(1+e^{(z-e)/kT})$, and the two partial derivatives are

$$\left(\frac{\partial f}{\partial z}\right)_T=-\frac{f(1-f)}{kT},\qquad
\left(\frac{\partial f}{\partial T}\right)_z=f(1-f)\frac{z-e}{kT^2}. \tag{18}$$

The first defines the trap capacitance,

$$C_{it}=-q\left(\frac{\partial N_{it}}{\partial z}\right)_T=q\int D\,\frac{f(1-f)}{kT}\,de .$$

The second describes thermal spreading at a fixed Fermi level. States above the Fermi level, $e<z$, fill, and states below it empty. Hence

$$q\,dN_{it}=-C_{it}\,dz+q\left(\frac{\partial N_{it}}{\partial T}\right)_zdT .$$

Insert these relations in (17), multiply by $C$ and collect $dz$ on the left. The slope of $z$ at constant gate voltage, written $z_V'$, satisfies

$$(C+C_d+C_{it})z_V'=CB'+C_d(E_g'-z_p')+q\left(\frac{\partial N_{it}}{\partial T}\right)_z. \tag{19}$$

This is a capacitive divider. The right-hand side contains the thermal driving terms, and the sum of capacitances resists motion of the surface band edge.

Now hold the temperature fixed and change the gate voltage. The same balance gives

$$dV_G=-S\,dz,\qquad S=1+\frac{C_d}{C}+\frac{C_{it}}{C}. \tag{20}$$

The minus sign is physical: a more positive gate brings the conduction edge closer to the Fermi level. After heating, the depth has changed by $z_V'dT$, but the threshold condition requires $z_s'dT$. The gate must supply the difference, $dz=(z_s'-z_V')dT$, so

$$V_T'=-S(z_s'-z_V')=S(z_V'-z_s'). \tag{21}$$

Two routes, a voltage balance at threshold and heating at constant gate voltage, have given the expressions (16) and (21) for the temperature coefficient of the threshold voltage. It remains to show that they agree, and to examine their assumptions, the temperature dependence and the effects left out.

All numerical values are calculated from the stated model.
